# The Hubbard-I Gap of the Half-Filled Hubbard Model: a program that tests the result

```python
"""Hubbard-I approximation of the half-filled one-band Hubbard model.

Result under test (energies measured from the chemical potential mu = U/2):
  bands    E(+,-) = [e +- sqrt(e^2 + U^2)]/2
  weights  A(+,-) = [1 +- e/sqrt(e^2 + U^2)]/2
  gap      sqrt(D^2 + U^2) - D > 0 for every U > 0
e: band energy, -D <= e <= D;  U: on-site repulsion;  t: hopping amplitude.
The decoupled equations of motion are solved numerically in real space, and
a dimer is diagonalized exactly to show what the approximation misses.
"""
import numpy as np
from scipy.integrate import quad


def fermion_operators(modes):
    """Annihilation matrices in the full Fock space (Jordan-Wigner)."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    result = []
    for m in range(modes):
        op = np.eye(1)
        for j in range(modes):
            factor = sign if j < m else (lower if j == m else np.eye(2))
            op = np.kron(op, factor)
        result.append(op)
    return result


def hubbard(hop, U, mu):
    """Many-body Hamiltonian; mode 2*i+s is site i with spin s."""
    sites = len(hop)
    c = fermion_operators(2 * sites)
    H = np.zeros_like(c[0])
    for i in range(sites):
        H += U * c[2*i].T @ c[2*i] @ c[2*i+1].T @ c[2*i+1]
        for s in range(2):
            H -= mu * c[2*i+s].T @ c[2*i+s]
            for j in range(sites):
                H += hop[i, j] * c[2*i+s].T @ c[2*j+s]
    return H, c


def decoupled_matrix(hop, U):
    """Closed linear system for (c_i, n_i c_i) after the decoupling."""
    one = np.eye(len(hop))
    mu, n = U / 2, 0.5
    return np.block([[hop - mu * one, U * one], [n * hop, (U - mu) * one]])


def decoupled_green(hop, U, z):
    """One-particle Green function matrix from the decoupled equations."""
    size = len(hop)
    source = np.vstack([np.eye(size), 0.5 * np.eye(size)])
    system = z * np.eye(2 * size) - decoupled_matrix(hop, U)
    return np.linalg.solve(system, source)[:size]


def numerical_levels(hop, U):
    levels = np.linalg.eigvals(decoupled_matrix(hop, U))
    assert np.max(np.abs(levels.imag)) < 1e-9
    return np.sort(levels.real)


def numerical_gap(hop, U):
    levels = numerical_levels(hop, U)
    assert np.sum(levels < 0) == len(hop)
    return levels[levels > 0].min() - levels[levels < 0].max()


def bands(e, U):
    """Derived formulas: lower and upper energies, then their weights."""
    root = np.sqrt(e**2 + U**2)
    energies = np.array([(e - root) / 2, (e + root) / 2])
    weights = np.array([(1 - e / root) / 2, (1 + e / root) / 2])
    return energies, weights


def gap_formula(D, U):
    return np.sqrt(D**2 + U**2) - D


# Exact commutators on three sites with unequal real hoppings
hop3 = np.array([[0.0, -0.7, 0.4], [-0.7, 0.0, -1.1], [0.4, -1.1, 0.0]])
U3, mu3 = 1.9, 0.6
H3, c3 = hubbard(hop3, U3, mu3)
commutator_error = 0.0
for i in range(3):
    up, dn = c3[2*i], c3[2*i+1]
    n_dn = dn.T @ dn
    first = U3 * n_dn @ up - mu3 * up
    second = (U3 - mu3) * n_dn @ up
    for l in range(3):
        up_l, dn_l = c3[2*l], c3[2*l+1]
        first = first + hop3[i, l] * up_l
        second = second + hop3[i, l] * (
            n_dn @ up_l + dn.T @ dn_l @ up - dn_l.T @ dn @ up)
    for op, expected in ((up, first), (n_dn @ up, second)):
        error = np.max(np.abs(op @ H3 - H3 @ op - expected))
        commutator_error = max(commutator_error, error)
assert commutator_error < 1e-12

# Periodic square lattice
L, t, U = 8, 0.25, 2.4
D = 4 * t
hop = np.zeros((L * L, L * L))
for x in range(L):
    for y in range(L):
        for dx, dy in ((1, 0), (-1, 0), (0, 1), (0, -1)):
            hop[x * L + y, ((x + dx) % L) * L + (y + dy) % L] -= t
k = 2 * np.pi * np.arange(L) / L
KX, KY = np.meshgrid(k, k, indexing="ij")
e_k = (-2 * t * (np.cos(KX) + np.cos(KY))).ravel()
wave = np.exp(1j * np.outer(np.arange(L), k)) / np.sqrt(L)
plane = np.kron(wave, wave)

# Bands and weights against the real-space solution
E_k, A_k = bands(e_k, U)
band_error = np.max(np.abs(numerical_levels(hop, U) - np.sort(E_k.ravel())))
assert band_error < 1e-9
green_error = 0.0
for z in (0.3 + 0.2j, -1.1 + 0.1j, 2.0 + 0.5j):
    G = decoupled_green(hop, U, z)
    G_k = np.einsum("ik,ij,jk->k", plane.conj(), G, plane, optimize=True)
    difference = G_k - np.sum(A_k / (z - E_k), axis=0)
    green_error = max(green_error, np.max(np.abs(difference)))
assert green_error < 1e-9


def occupation(vector):
    """Zero-temperature occupation from G on the imaginary axis."""
    def integrand(y):
        G = decoupled_green(hop, U, 1j * y)
        return (vector.conj() @ G @ vector).real
    return 0.5 + quad(integrand, 0, np.inf, epsabs=1e-8)[0] / np.pi


site = np.zeros(L * L)
site[0] = 1.0
filling = occupation(site)
assert abs(filling - 0.5) < 1e-6
top, bottom = np.argmax(e_k), np.argmin(e_k)
n_top, n_bottom = occupation(plane[:, top]), occupation(plane[:, bottom])
assert abs(n_top - A_k[0, top]) < 1e-6
assert abs(n_bottom - A_k[0, bottom]) < 1e-6

# Gap, its limits and the smallest direct separation
U_values = [0.1, 0.5, 1.0, 2.4, 8.0]
gaps = [numerical_gap(hop, u) for u in U_values]
for u, gap in zip(U_values, gaps):
    assert gap > 0 and abs(gap - gap_formula(D, u)) < 1e-9
assert abs(numerical_gap(hop, 0.01) / (0.01**2 / (2 * D)) - 1) < 1e-4
assert abs(numerical_gap(hop, 100.0) - (100.0 - D)) < 0.01
separations = [np.ptp(numerical_levels(np.array([[e]]), U))
               for e in np.linspace(-D, D, 201)]
direct = min(separations)
assert abs(direct - U) < 1e-9
edge_small = bands(D, 0.01)[1][0]
assert abs(edge_small / (0.01**2 / (4 * D**2)) - 1) < 1e-3

# Exact dimer: Lehmann representation for bonding and antibonding orbitals
t2 = 1.0
hop2 = np.array([[0.0, -t2], [-t2, 0.0]])


def exact_dimer(U):
    H, c = hubbard(hop2, U, U / 2)
    E, V = np.linalg.eigh(H)
    assert E[1] - E[0] > 1e-6
    ground = V[:, 0]
    density = ground @ c[0].T @ c[0] @ ground
    spectra = {}
    for e, parity in ((-t2, 1), (t2, -1)):
        ck = (c[0] + parity * c[2]) / np.sqrt(2)
        added = (V.T @ ck.T @ ground)**2
        removed = (V.T @ ck @ ground)**2
        poles = np.concatenate([E - E[0], E[0] - E])
        weights = np.concatenate([added, removed])
        keep = weights > 1e-12
        spectra[e] = (poles[keep], weights[keep])
    poles = np.concatenate([spectra[e][0] for e in spectra])
    gap = poles[poles > 0].min() - poles[poles < 0].max()
    return density, spectra, gap


dimer_rows = []
for u in (0.1, U):
    density, spectra, exact_gap = exact_dimer(u)
    assert abs(density - 0.5) < 1e-10
    assert abs(exact_gap - (np.sqrt(16 * t2**2 + u**2) - 2 * t2)) < 1e-9
    approximate_gap = numerical_gap(hop2, u)
    assert abs(approximate_gap - gap_formula(t2, u)) < 1e-9
    dimer_rows.append((u, exact_gap, approximate_gap))
    for e, (poles, weights) in spectra.items():
        z = 0.4 + 0.7j
        sigma = z - e - 1 / np.sum(weights / (z - poles))
        assert abs(sigma - u**2 / (4 * (z + 3 * e))) < 1e-8
        energies, strengths = bands(e, u)
        exact_m = [np.sum(weights * poles**p) for p in range(4)]
        approx_m = [np.sum(strengths * energies**p) for p in range(4)]
        assert np.allclose(exact_m[:3], approx_m[:3], atol=1e-9)
        assert abs(exact_m[3] - approx_m[3] + 3 * e * u**2 / 4) < 1e-8
        if u == U and e < 0:
            moments = (exact_m, approx_m)

print(f"Square lattice: {L} x {L} sites, t = {t:.2f} eV, D = {D:.2f} eV")
print(f"On-site repulsion U = {U:.2f} eV, mu = {U/2:.2f} eV")
print(f"Largest commutator error (model units): {commutator_error:.1e}")
print(f"Largest band error: {band_error:.1e} eV")
print(f"Largest Green function error: {green_error:.1e} 1/eV")
print("Bands relative to mu, and weights (dimensionless):")
for e in (-D, 0.0, D):
    energies, weights = bands(e, U)
    print(f"  e = {e:+.2f} eV: E- = {energies[0]:+.4f} eV, "
          f"E+ = {energies[1]:+.4f} eV, "
          f"A- = {weights[0]:.4f}, A+ = {weights[1]:.4f}")
print(f"Filling per spin from integration: {filling:.6f}")
print(f"Occupation at band bottom, from integration: {n_bottom:.4f}")
print(f"Occupation at band top, from integration: {n_top:.4f}")
print(f"Gap at U = {U:.2f} eV: {numerical_gap(hop, U):.4f} eV")
print(f"Smallest direct separation: {direct:.4f} eV")
print("Gap from lattice, small-U and large-U forms, gap-edge weight:")
for u, gap in zip(U_values, gaps):
    print(f"  U = {u:.2f} eV: gap = {gap:.6f} eV, "
          f"U^2/(2D) = {u**2/(2*D):.6f} eV, U-D = {u-D:+.2f} eV, "
          f"weight = {bands(D, u)[1][0]:.6f}")
print(f"Dimer with t = {t2:.2f} eV, exact and Hubbard-I gaps:")
for u, exact_gap, approximate_gap in dimer_rows:
    print(f"  U = {u:.2f} eV: exact = {exact_gap:.4f} eV, "
          f"Hubbard-I = {approximate_gap:.4f} eV")
print(f"Dimer bonding-orbital moments at U = {U:.2f} eV:")
for p in range(4):
    unit = "(dimensionless)" if p == 0 else f"eV^{p}"
    print(f"  order {p}: exact = {moments[0][p]:+.4f}, "
          f"Hubbard-I = {moments[1][p]:+.4f} {unit}")
print(f"Dimer bonding self-energy pole: exact = {3*t2:.2f} eV, "
      f"Hubbard-I = {0.0:.2f} eV")
print("ALL CHECKS PASSED")
```

It prints:

```
Square lattice: 8 x 8 sites, t = 0.25 eV, D = 1.00 eV
On-site repulsion U = 2.40 eV, mu = 1.20 eV
Largest commutator error (model units): 4.4e-16
Largest band error: 1.2e-14 eV
Largest Green function error: 7.8e-15 1/eV
Bands relative to mu, and weights (dimensionless):
  e = -1.00 eV: E- = -1.8000 eV, E+ = +0.8000 eV, A- = 0.6923, A+ = 0.3077
  e = +0.00 eV: E- = -1.2000 eV, E+ = +1.2000 eV, A- = 0.5000, A+ = 0.5000
  e = +1.00 eV: E- = -0.8000 eV, E+ = +1.8000 eV, A- = 0.3077, A+ = 0.6923
Filling per spin from integration: 0.500000
Occupation at band bottom, from integration: 0.6923
Occupation at band top, from integration: 0.3077
Gap at U = 2.40 eV: 1.6000 eV
Smallest direct separation: 2.4000 eV
Gap from lattice, small-U and large-U forms, gap-edge weight:
  U = 0.10 eV: gap = 0.004988 eV, U^2/(2D) = 0.005000 eV, U-D = -0.90 eV, weight = 0.002481
  U = 0.50 eV: gap = 0.118034 eV, U^2/(2D) = 0.125000 eV, U-D = -0.50 eV, weight = 0.052786
  U = 1.00 eV: gap = 0.414214 eV, U^2/(2D) = 0.500000 eV, U-D = +0.00 eV, weight = 0.146447
  U = 2.40 eV: gap = 1.600000 eV, U^2/(2D) = 2.880000 eV, U-D = +1.40 eV, weight = 0.307692
  U = 8.00 eV: gap = 7.062258 eV, U^2/(2D) = 32.000000 eV, U-D = +7.00 eV, weight = 0.437983
Dimer with t = 1.00 eV, exact and Hubbard-I gaps:
  U = 0.10 eV: exact = 2.0012 eV, Hubbard-I = 0.0050 eV
  U = 2.40 eV: exact = 2.6648 eV, Hubbard-I = 1.6000 eV
Dimer bonding-orbital moments at U = 2.40 eV:
  order 0: exact = +1.0000, Hubbard-I = +1.0000 (dimensionless)
  order 1: exact = -1.0000, Hubbard-I = -1.0000 eV^1
  order 2: exact = +2.4400, Hubbard-I = +2.4400 eV^2
  order 3: exact = +0.4400, Hubbard-I = -3.8800 eV^3
Dimer bonding self-energy pole: exact = 3.00 eV, Hubbard-I = 0.00 eV
ALL CHECKS PASSED
```
